Elastic dipole tensors and the strain dependence of migration barriers

A vacancy, an interstitial or an impurity moves through a crystal by jumps over energy barriers. When the crystal is strained, as in a metal line held by its surroundings, the barriers shift. This problem asks how to predict the shift from calculations on the unstrained crystal, and how far the prediction can be trusted.

Take a periodic cell of fixed composition containing one defect. An atom with reference position X sits at

r = (1 + ε)X,

where ε is a small symmetric strain, also applied to the cell. The static energy is E(X, ε), with X now standing for all reference positions together. A migration barrier is the energy of a first-order saddle minus that of the minimum from which the jump starts, both in the same strained cell. Energies are in eV and lengths in nm. Tensile strain is positive.

**(a) Show that a minimum and a saddle can be followed smoothly as strain is applied. State the conditions.**

Write ε = ηG, with G a fixed symmetric matrix and η a number. A stationary state obeys

∂E/∂X = 0.

Moving all atoms together costs no energy, so we fix their mean position and work with the remaining coordinates. Let H = ∂²E/∂X² be the Hessian in these coordinates. Assume that E is twice continuously differentiable near the state and that H has no zero eigenvalue.

The implicit function theorem then gives a unique nearby solution X(η) for small η. Differentiating the stationarity condition along it gives

H X′ + g = 0, g = ∂²E/∂X∂η,

and hence

X′ = −H⁻¹g.

The eigenvalues of H vary continuously. For sufficiently small strain none crosses zero, so a minimum remains a minimum and a saddle keeps its single negative eigenvalue. The argument fails where an eigenvalue reaches zero, for example where a saddle merges with a minimum.

**(b) Find the first-order change of the barrier. Why may the motion of the saddle be ignored?**

Define the elastic dipole tensor of a stationary state as

P_ij = −∂E/∂ε_ij at ε = 0.

In this derivative the reference positions X are held fixed. A positive diagonal component means that energy falls when the cell is stretched along that axis: the state pushes outward.

Along the relaxed branch, the chain rule gives

dE/dη = (∂E/∂X)·X′ + Σ_ij (∂E/∂ε_ij)G_ij.

The first term is zero because ∂E/∂X = 0. This needs stationarity, not minimality, so it holds at the saddle too. The saddle does move, but the energy is flat to first order in that motion. At η = 0,

dE/dη = −Σ_ij P_ij G_ij.

With superscripts s and m for saddle and minimum,

E^s(ε) = E^s(0) − Σ_ij ε_ij P^s_ij + O(ε²),

E^m(ε) = E^m(0) − Σ_ij ε_ij P^m_ij + O(ε²).

Subtracting, with ΔP = P^s − P^m,

E_b(ε) = E_b(0) − Σ_ij ε_ij ΔP_ij + O(ε²).

The sum runs over all nine components, so a shear ε_xy enters twice, as xy and yx. If the host has an initial stress, it contributes equally to both dipole tensors and drops out of ΔP.

For equal stretching in all directions, ε = δ·1, the shift is −δ tr ΔP. Expansion lowers the barrier if tr ΔP is positive and raises it if tr ΔP is negative.

The law applies to one named jump. Suppose several jumps k are equivalent without strain. The lowest barrier then changes by the minimum over k of −Σ_ij ε_ij ΔP^k_ij. That minimum generally has a kink at zero strain, although each separate barrier is smooth.

**(c) Express P through the forces between atoms for a pair potential φ(r).**

For one pair let d be the separation vector in the reference state. After strain it is (1 + ε)d, so

r² = Σ_i [d_i + Σ_j ε_ij d_j]².

Differentiate with respect to ε_ij and set ε = 0:

2r ∂r/∂ε_ij = 2d_i d_j, or ∂r/∂ε_ij = d_i d_j/r.

The energy is the sum of φ over pairs. Therefore

P_ij = −Σ_pairs φ′(r) d_i d_j/r.

A repulsive pair has φ′ < 0 and contributes a positive component along its bond. One relaxed configuration suffices for the whole tensor; no strained calculation is needed.

**(d) Derive the quadratic term. Does relaxation always reduce the curvature of the energy at a saddle?**

Part (b) holds at every point of the branch, so dE/dη = E_η(X(η), η), where subscripts denote partial derivatives. Differentiate once more and insert X′ from (a):

d²E/dη² = E_ηη + g·X′ = E_ηη − g·H⁻¹g.

The first term is the curvature at fixed X. The second comes from relaxation. With eigenvalues λ_k and normalized eigenvectors v_k of H,

−g·H⁻¹g = −Σ_k (v_k·g)²/λ_k.

At a minimum all λ_k are positive and relaxation cannot raise the curvature. At a saddle the unstable mode has λ < 0 and contributes a positive term if strain couples to it. The answer is therefore no in general.

With Q the saddle value of d²E/dη² minus the minimum value, the barrier is

E_b(η) = E_b(0) − η Σ_ij G_ij ΔP_ij + ½Qη² + …

The linear law is useful where the last term is small compared with the linear one. A strain for which the linear contraction nearly cancels can violate this even when the strain is small.

**(e) Apply the result to a vacancy jump in an fcc model crystal. Interpret the tensor.**

The pair potential is a smoothly truncated Morse form. For r < r_c,

φ(r) = D[e^(−2k(r−r₀)) − 2e^(−k(r−r₀))] exp[w/(r − r_c)],

and φ = 0 beyond. The parameters are D = 0.35 eV, k = 13.5 nm⁻¹, r₀ = 0.285 nm, r_c = 0.68 nm and w = 0.05 nm. The zero-pressure lattice constant is a = 0.362 nm. A cell of 4 × 4 × 4 cubic units with one vacancy has 255 atoms.

An atom jumps from a(½, ½, 0) into the vacancy at the origin. The barrier is 0.657 eV. Mirror symmetry gives P_xx = P_yy and P_xz = P_yz = 0. The remaining components, in eV, are:

minimum: P_xx = −1.727, P_zz = −1.727, P_xy = 0;

saddle: P_xx = −5.126, P_zz = 2.264, P_xy = −1.917;

difference: ΔP_xx = −3.399, ΔP_zz = 3.991, ΔP_xy = −1.917.

The principal values of ΔP follow from the axes fixed by symmetry:

along [110]: ΔP_xx + ΔP_xy = −5.316 eV;

along [1−10]: ΔP_xx − ΔP_xy = −1.482 eV;

along [001]: ΔP_zz = 3.991 eV.

Stretching along the jump direction [110] raises the barrier, while stretching along [001] lowers it. Geometry makes the second sign plausible. The jumping atom passes between four neighbours which, before relaxation, lie at a(¼, −¼, ±½) and a(−¼, ¼, ±½) from the midpoint. Their bonds are shorter than the Morse distance and have their largest component along z. By (c), repulsion in them gives a positive P_zz and nothing along [110]. At the relaxed saddle these four bonds are 0.238 nm long and contribute 9.3 eV along z, more than twice ΔP_zz. They also contribute 4.0 eV along [1−10], where ΔP is negative, so the other bonds offset much of their effect. The separate contributions of all other bonds were not calculated, so this is not a full account of the tensor.

The trace of ΔP is −2.807 eV in this cell: a small uniform expansion raises this barrier. The linear range is narrow: direct relaxation gives 2.5 meV against the linear 2.8 meV at 0.1 % expansion, and 5.7 against 8.4 meV at 0.3 %. The picture of a window that opens on expansion would suggest the opposite. The tensor shows why that picture is incomplete: the negative components in the xy plane outweigh the positive one along z.

The law was tested by relaxing both states again under positive and negative strain along

G = [[1, 0.3, −0.2], [0.3, −0.5, 0.4], [−0.2, 0.4, 0.7]],

with |η| = 0.0005. From the tensor,

Σ_ij G_ij ΔP_ij = (1 − 0.5)(−3.399) + 0.7(3.991) + 2(0.3)(−1.917) = −0.056 eV.

The predicted slope is thus +0.056 eV; the relaxed barriers give 0.058 eV. The gap of 0.002 eV is 3 % of a slope that is small through cancellation. It is about 0.02 % of the product of the tensor norms, |ΔP||G| ≈ 10.4 eV. The gap comes from the finite difference: half the strain step reduces it to 0.0005 eV, the fourfold drop expected of a central difference.

The curvature is a separate test of (d). The Hessian formula gives Q = −293.3 eV and the relaxed barriers give −293.4 eV. Of this, −232.2 eV comes from fixed X and −61.1 eV from relaxation. Both totals use the step 0.0005; with smaller steps the relaxed barriers give −293.1 eV. Inversion symmetry makes v·g vanish for the unstable mode of this saddle, so the positive term of (d) is zero here and is not probed by this test. In this direction the linear and quadratic terms are equal in size at

|η| = 2(0.056)/293 ≈ 0.0004.

This is the cancellation described in (d): along G the linear law alone is useful only well below 0.04 % strain.

**(f) The saddle in (e) is symmetric. Remove the symmetry and examine forward and reverse jumps.**

Inversion about the midpoint of the jump is preserved by uniform strain, so the symmetric saddle keeps the jumping atom at the midpoint. To let it drift, place an impurity at a(1, ½, ½), next to the atom's starting site, and multiply all its pair energies by 1.15. Under strain along G the jumping atom at the saddle now shifts by 0.017 nm per unit strain in reference coordinates.

The forward barrier is 0.672 eV and the reverse barrier 0.638 eV. Their slopes along G are:

forward: 0.719 eV from the tensors, 0.721 eV from relaxed barriers;

reverse: 0.035 eV from the tensors, 0.037 eV from relaxed barriers.

The two directions share a saddle but start from different minima, i and f. Subtracting their linear laws removes P^s:

E^f(ε) − E^i(ε) = E^f(0) − E^i(0) − Σ_ij ε_ij(P^f_ij − P^i_ij) + O(ε²).

Strain therefore changes the relative stability of the two sites as well as the rate of passage between them. At zero strain the final site is higher by 0.672 − 0.638 = 0.034 eV.

**(g) Return to the pure crystal as a (001) film with in-plane strain e and a free surface. Find the shifts for in-plane and out-of-plane jumps at e = 0.3 %.**

Let ε_xx = ε_yy = e. The free surface requires zero normal stress:

σ_zz = 2C₁₂e + C₁₁ε_zz = 0, so ε_zz = −(2C₁₂/C₁₁)e.

The model has C₁₁ = 161.5 GPa and C₁₂ = 108.8 GPa, giving ε_zz = −1.347e.

For the [110] jump, which lies in the film plane,

δE_b = −e[2ΔP_xx − 1.347ΔP_zz]

= −0.003[2(−3.399) − 1.347(3.991)] eV = +36.5 meV.

Both parts raise the barrier: the film is stretched in the plane, where ΔP_xx is negative, and thinned along z, where ΔP_zz is positive.

For a [101] jump the crystal symmetry exchanges y and z in the tensor. Its diagonal components are −3.399, 3.991 and −3.399 eV along x, y and z. Thus

δE_b = −0.003[−3.399 + 3.991 − 1.347(−3.399)] eV = −15.5 meV.

If the attempt prefactors are held fixed, one strain slows one family of jumps and speeds up the other, which makes diffusion anisotropic. Part (i) examines the prefactors.

Direct relaxation at 0.3 % gives +36.3 meV and −16.7 meV. Relative to these direct values, the linear law is off by 0.7 % and 7 %. For the in-plane jump at 1 % strain, with ε_zz = −1.347e kept, it predicts 121.7 meV against 117.2 meV, an error of 4 %. At this strain the elastic response is itself nonlinear and a normal stress of about 100 MPa remains. Setting it to zero requires ε_zz = −1.426e; the relaxed shift is then 120.5 meV, 1 % below the linear value. This film strain is much kinder to the linear law than the direction G, mainly because its linear contraction does not nearly cancel.

**(h) How does the answer change if the film normal is [111] instead, at the same in-plane strain?**

Let n = (1, 1, 1)/√3 and let the normal strain be −κe. Then

ε_ij = e[δ_ij − (1 + κ)n_i n_j].

Each diagonal component is e(2 − κ)/3 and each off-diagonal one is −e(1 + κ)/3. The stresses are

σ_xx = (C₁₁ + 2C₁₂)e(2 − κ)/3,

σ_xy = −2C₄₄e(1 + κ)/3,

with equal values for the other axes. The force per area on the surface is (σ_xx + 2σ_xy)n. Setting it to zero gives

(C₁₁ + 2C₁₂)(2 − κ) = 4C₄₄(1 + κ),

κ = [2(C₁₁ + 2C₁₂) − 4C₄₄]/[C₁₁ + 2C₁₂ + 4C₄₄].

For pair forces in an unstressed crystal with one atom per primitive cell, the elastic constants are lattice sums of (φ″ − φ′/r)d_i d_j d_k d_l/r². These are unchanged by any exchange of indices, so C₄₄ = C₁₂. The numbers give

κ = (758.2 − 435.2)/(379.1 + 435.2) = 0.397.

The barrier shift is

δE_b = −e[tr ΔP − (1 + κ) n·ΔP·n], n·ΔP·n = (tr ΔP + 2ΔP_xy)/3.

A jump along [1−10] lies in the film plane. Its tensor has ΔP_xy = +1.917 eV, because reflecting x reverses the sign of the xy component. Then n·ΔP·n = 0.342 eV and

δE_b = −0.003[−2.807 − 1.397(0.342)] eV = +9.9 meV.

The [110] jump leaves the plane. It has n·ΔP·n = −2.214 eV and

δE_b = −0.003[−2.807 + 1.397(2.214)] eV = −0.9 meV.

By the linear law, at fixed in-plane strain, the change of film orientation reduces the in-plane shift from 36.5 to 9.9 meV. In the −0.9 meV shift of the [110] jump the linear terms nearly cancel, so by (d) the quadratic term matters. Direct relaxation gives −2.5 meV for this jump at e = +0.3 % and −1.6 meV at e = −0.3 %: the quadratic term dominates. For the in-plane jump it gives +8.4 meV, so the linear value of 9.9 meV is about 17 % too high.

**(i) Convert the (001) shifts into jump rates at 500 K, and judge the model against a copper line.**

In harmonic transition-state theory the rate is ν exp(−E_b/k_BT), with ν the attempt prefactor. If ν is held fixed, strain multiplies the rate by exp(−δE_b/k_BT). At 500 K, k_BT = 43.1 meV, so the linear law gives

in-plane: exp(−36.5/43.1) = 0.43;

out-of-plane: exp(15.5/43.1) = 1.43.

Direct relaxation gives 0.43 and 1.47. These are factors for single jumps. The diffusion coefficient of the host atoms also contains the vacancy concentration, which strain can change.

The prefactor is not in fact constant. In the 255-atom cell its harmonic value for the in-plane jump rises by a factor of 1.12 at 0.3 % strain. With the directly relaxed barrier, the rate factor becomes 0.431 × 1.12 = 0.48. In cells with 499 and 863 atoms the prefactor rises by factors of 1.29 and 1.34, so the size of this correction is not converged. For this jump the omitted prefactor change matters more than the nonlinear barrier term. The prefactor of the out-of-plane jump falls to 0.81 of its unstrained value in the 255-atom cell, which reduces its rate factor from 1.47 to 1.19. This reduction depends on cell size: the ratio is 0.91 with 499 atoms and 1.00 with 863 atoms, where the rate factor is 1.50. Only for the in-plane jump does the prefactor oppose the effect of the barrier in all three cells.

Other omissions can be sized as follows:

– The leading tunnelling correction, (ħω/k_BT)²/24 with ω the unstable angular frequency at the saddle, is 0.3 % of the rate.

– A rough expansion coefficient of 1.7 × 10⁻⁵ K⁻¹, applied from 0 to 500 K, gives 0.85 % strain. By the linear law it raises the barrier by 0.0085 × 2.807 eV = 24 meV, but direct relaxation at this strain gives only 7.5 meV: the linear law fails here. The shift is the same for all jump directions, but the film shifts would have to be recalculated for the expanded crystal.

– A cell with 499 atoms changes the barrier from 0.657 to 0.660 eV and the in-plane film shift from 36.5 to 37.5 meV. It also changes ΔP_zz from 3.991 to 4.229 eV, the trace from −2.807 to −2.566 eV and the linear out-of-plane shift from −15.5 to −16.2 meV. With 863 atoms these three become 4.334 eV, −2.473 eV and −16.6 meV, so they are still moving. Consider again the 499-atom cell. The small slope along G in (e) then goes from +0.056 to −0.084 eV. The test in (e) is valid within its own cell, but the sign of that slope is not converged with cell size.

The lattice constant and barrier lie near the rough copper values of 0.36 nm and 0.7 eV, and the film stress of 370 MPa is a plausible size for a confined copper line. The prefactor of 84 THz, found in the 255-atom cell, falls to 73 and 64 THz with 499 and 863 atoms. It is not converged, and it remains high against a usual scale of about 10 THz. Pair forces also impose C₄₄ = C₁₂, which copper does not obey, and they omit many-body metallic bonding. The tensor, including the sign of its trace, is therefore a property of this model and not a prediction for copper. A line enclosed on all sides generally also carries normal stress, which the film with a free surface omits. Real lines contain grains of various orientations, and part (h) shows that orientation alone can change the in-plane shift by a factor of about four. They also offer paths along grain boundaries and interfaces, whose jumps need their own tensors.

Computed values

```
Morse depth, decay, distance: 0.35 eV, 13.5 1/nm, 0.285 nm
cutoff radius, cutoff width: 0.68 nm, 0.05 nm
lattice constant: 0.36215 nm; atoms in cell: 255
C11, C12: 161.5, 108.8 GPa
bulk modulus: 126.4 GPa
zero-strain barrier: 0.65727 eV
P minimum xx, zz, xy: -1.7269, -1.7269, -0.0000 eV
P saddle xx, zz, xy: -5.1255, 2.2636, -1.9170 eV
P saddle - P minimum xx, zz, xy: -3.3986, 3.9905, -1.9170 eV
trace of difference: -2.8066 eV
lowest Hessian values at saddle: -193.4, 46.47 eV/nm^2
general strain direction G, rows: [[1.0, 0.3, -0.2], [0.3, -0.5, 0.4], [-0.2, 0.4, 0.7]]
strain step for differences: 0.0005
slope along G, relaxed barriers: 0.05802 eV
slope along G, dipole formula: 0.05611 eV
curvature along G, relaxed barriers: -293.415 eV
curvature along G, Hessian formula: -293.296 eV
  fixed-X part, relaxation part: -232.218, -61.078 eV
  relaxation part, saddle and minimum: -234.691, -173.613 eV
impurity bond strength factor: 1.15
impurity: saddle drift per unit strain along G: 0.01731 nm
impurity forward barrier: 0.67226 eV
  slope relaxed, dipole: 0.72063, 0.71878 eV
impurity reverse barrier: 0.63789 eV
  slope relaxed, dipole: 0.03669, 0.03461 eV
film normal strain / in-plane strain: -1.3473
film in-plane stress at 0.3 %: 370 MPa
in-plane jump, strain 0.1 %: linear 12.174, direct 12.149 meV
in-plane jump, strain 0.3 %: linear 36.521, direct 36.264 meV
in-plane jump, strain 1.0 %: linear 121.737, direct 117.215 meV
out-of-plane jump, 0.3 %: linear -15.513, direct -16.712 meV
temperature, kT: 500 K, 43.087 meV
rate factor in-plane, linear: 0.4284
rate factor in-plane, direct: 0.4310
rate factor out-of-plane, linear: 1.4334
rate factor out-of-plane, direct: 1.4739
harmonic prefactor, no strain: 83.873 THz
prefactor ratio, in-plane jump at 0.3 %: 1.1205
atomic mass: 63.546 u; Wigner tunnelling term: 0.00286
thermal expansion (rough): 1.7e-05 1/K
thermal strain 0 to 500 K: 0.85 %
barrier shift by that strain, linear: 23.86 meV
larger cell: 499 atoms, barrier 0.65961 eV
larger cell, P difference xx, zz, xy: -3.3976, 4.2294, -1.9634 eV
larger cell, in-plane shift at 0.3 %: 37.481 meV
```
